# One-Step X2C Decoupling of the Matrix Dirac Equation, part 2

One electron in a fixed potential $V(\mathbf r)\le 0$ is treated in Hartree atomic units, with $c = 137.035999178$ and energies $\varepsilon = E - c^2$. The large and small components have coefficients $a_i$ on $\chi_i$ and $b_i$ on $\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi_i/2c$, $i=1,\dots,n$. With

$$S_{ij} = \langle\chi_i|\chi_j\rangle,\quad T_{ij} = \tfrac12\langle\boldsymbol\sigma\!\cdot\!\mathbf p\chi_i|\boldsymbol\sigma\!\cdot\!\mathbf p\chi_j\rangle,\quad V_{ij} = \langle\chi_i|V|\chi_j\rangle,\quad W_{ij} = \langle\boldsymbol\sigma\!\cdot\!\mathbf p\chi_i|V|\boldsymbol\sigma\!\cdot\!\mathbf p\chi_j\rangle$$

and $D = W/4c^2 - T$, the four-component problem is

$$hC = MC\varepsilon,\qquad C^\dagger MC = 1,\qquad h = \begin{pmatrix} V & T\\ T & D\end{pmatrix},\qquad M = \begin{pmatrix} S & 0\\ 0 & T/2c^2\end{pmatrix}.$$

At least $n$ eigenvalues lie at or below $-2c^2$. Under the gap condition $\varepsilon_{n+1} > -2c^2$, the upper $n$ eigenvectors, with blocks $A$ (large) and $B$ (small), give $X = BA^{-1}$, which obeys the Riccati equation

$$T + DX = \frac{T}{2c^2}\,X\,S^{-1}(V+TX).$$

$V+TX$ is generally non-Hermitian, since the columns of $A$ are not $S$-orthogonal. X2C instead uses

$$L = V + TX + X^\dagger T + X^\dagger DX,\qquad \tilde S = S + X^\dagger\frac{T}{2c^2}X,$$

$$N = S^{-1/2}\tilde SS^{-1/2},\qquad R = S^{-1/2}N^{-1/2}S^{1/2},\qquad h_+ = R^\dagger LR .$$

Then $R^\dagger\tilde SR = S$, $R = (S^{-1}\tilde S)^{-1/2}$, and by the theorem $(h_+,S)$ has exactly the upper $n$ eigenvalues. Its eigenvectors $u$ give $a = Ru$, $b = XRu$; together they form the Löwdin set $C_2 = A\,(A^\dagger SA)^{-1/2}$.

Under $\chi' = \chi G$, covariance means $X' = G^{-1}XG$, $R' = G^{-1}RG$, $h_+' = G^\dagger h_+G$. The naive $R_0 = \tilde S^{-1/2}S^{1/2}$ keeps the spectrum but is not covariant.

The lower eigenvectors satisfy $A_- = YB_-$ with $Y = -S^{-1}X^\dagger\frac{T}{2c^2}$, and the transformed off-diagonal block vanishes. For $\lambda > -2c^2$, the number of eigenvalues above $\lambda$ equals the number of positive eigenvalues of $F(\lambda) = V - \lambda S + T K(\lambda)^{-1}T$, where $K(\lambda) = \left(1+\frac{\lambda}{2c^2}\right)T - \frac{W}{4c^2}$.

In the opening case, a free electron in one normalised function with kinetic energy $t$, $X$ and $R$ are numbers $x$ and $r$, and $\varepsilon(1+\varepsilon/2c^2) = t$.

## Two limits

For $V = W = 0$ choose the basis $G$ with $G^\dagger SG = 1$ and $G^\dagger TG = \mathrm{diag}(t_k)$. The problem falls apart into $n$ copies of the opening case, and covariance carries the result back: $X = G\,\mathrm{diag}(x_k)G^{-1}$ and $R = G\,\mathrm{diag}(r_k)G^{-1}$, with $x = 2c^2/(\varepsilon+2c^2)$ and $r^2 = (\varepsilon+2c^2)/(2\varepsilon+2c^2)$. For $t\gg c^2$, $\varepsilon\to c\sqrt{2t} = cp$, $x\to0$ and $r^2\to\frac12$. The large component of a free particle therefore keeps more than half the norm, however tight the basis functions are. This bound belongs to $V=0$: an attractive potential can push the weight below one half.

For $c\to\infty$ in a fixed basis, multiply the Riccati equation by $T^{-1}$ and use $D = W/4c^2-T$:

$$1 - X + \frac{T^{-1}WX}{4c^2} = \frac{XS^{-1}(V+TX)}{2c^2}.$$

The electronic solution has $X\to1$. Setting $X = 1$ in the terms that already carry $c^{-2}$ gives

$$X = 1+\delta,\qquad \delta = \frac{T^{-1}W}{4c^2} - \frac{S^{-1}(V+T)}{2c^2} + O(c^{-4}).$$

In $L$ the kinetic terms combine as $TX + X^\dagger T - X^\dagger TX = T - \delta^\dagger T\delta$, so $\delta$ drops out at first order and $L = V+T+W/4c^2+O(c^{-4})$. With $\tilde S = S+T/2c^2$ and $R = (1+S^{-1}T/2c^2)^{-1/2} = 1 - S^{-1}T/4c^2$ to the same order,

$$h_+ = T+V-\frac{TS^{-1}T}{2c^2}+\frac{W - TS^{-1}V - VS^{-1}T}{4c^2}+O(c^{-4}).$$

In a complete basis $TS^{-1}T$ represents $p^4/4$, which gives $-p^4/8c^2$. The identity $(\boldsymbol\sigma\!\cdot\!\mathbf u)(\boldsymbol\sigma\!\cdot\!\mathbf w) = \mathbf u\!\cdot\!\mathbf w+i\boldsymbol\sigma\!\cdot\!(\mathbf u\times\mathbf w)$ with $\mathbf p\times\mathbf p = 0$ and $\mathbf pV = V\mathbf p - i\nabla V$ gives $\boldsymbol\sigma\!\cdot\!\mathbf p\,V\boldsymbol\sigma\!\cdot\!\mathbf p = \mathbf p\!\cdot\!V\mathbf p+\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p)$. Further, $\mathbf p\!\cdot\!V\mathbf p-\frac12(p^2V+Vp^2) = -\frac12\sum_k[p_k,[p_k,V]] = \frac12\nabla^2V$. The last term of $h_+$ is therefore the Darwin term $\nabla^2V/8c^2$ plus the spin–orbit term $\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p)/4c^2$, and the Pauli Hamiltonian is recovered. The mass-velocity term comes entirely from $R$. The expansion requires the eigenvalues of $S^{-1}T$ to be small against $c^2$, which the tight functions of a heavy atom violate; the construction of $h_+$ from eigenvectors does not depend on it.

## Expectation values and picture change

$h_+$ acts on $u = R^{-1}a$, not on $a$, so other operators must be carried along. For a multiplicative operator $O(\mathbf r)$ the four-component expectation value is $a^\dagger O^{LL}a+b^\dagger O^{SS}b/4c^2$, with $O^{LL}_{ij} = \langle\chi_i|O|\chi_j\rangle$ and $O^{SS}_{ij} = \langle\boldsymbol\sigma\!\cdot\!\mathbf p\chi_i|O|\boldsymbol\sigma\!\cdot\!\mathbf p\chi_j\rangle$. Inserting $a = Ru$ and $b = XRu$ gives $u^\dagger O_+u$ with

$$O_+ = R^\dagger\left(O^{LL}+\frac{X^\dagger O^{SS}X}{4c^2}\right)R .$$

Using $u^\dagger O^{LL}u$ instead is the picture-change error. Its size for the nuclear attraction is computed in the twenty-Gaussian example below. For $O = V = -Z/r$ the two matrices are $V$ and $W$, and there is an independent check. $M$ does not depend on $Z$. Differentiating $(h-\varepsilon M)v = 0$ for a nondegenerate root and multiplying by $v^\dagger$ removes the term with $dv/dZ$, leaving $d\varepsilon/dZ = v^\dagger(dh/dZ)v$ (the Hellmann–Feynman theorem). Since $V$ and $W$ are proportional to $Z$, $Z\,d\varepsilon/dZ = u^\dagger V_+u$.

The electron density and the electron–electron interaction are subject to the same rule. If $X$ and $R$ are built from the nuclear potential alone and the Hartree and exchange-correlation matrices are added untransformed, the result is an approximation to the four-component Kohn–Sham problem, and the theorem does not cover it. The theorem applies to a fixed potential whose $V$ and $W$ both enter $h$.

## Central field and the spin-free variant

For a central potential take $\chi_i = r^{-1}g_i(r)\,\Omega_{\kappa m}$, where the spinor harmonic obeys $\boldsymbol\sigma\!\cdot\!\mathbf L\,\Omega_{\kappa m} = -(\kappa+1)\Omega_{\kappa m}$, with $\kappa = -(l+1)$ for $j = l+\frac12$ and $\kappa = l$ for $j = l-\frac12$; in both cases $\kappa(\kappa+1) = l(l+1)$. From $(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})^2 = 1$ and the product identity above,

$$\boldsymbol\sigma\!\cdot\!\mathbf p = \boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\left(-i\partial_r+\frac{i\,\boldsymbol\sigma\!\cdot\!\mathbf L}{r}\right),\qquad \boldsymbol\sigma\!\cdot\!\mathbf p\,\chi = -\frac{i}{r}\left(g'+\frac{\kappa g}{r}\right)\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\Omega_{\kappa m},$$

because $\partial_r(g/r)+(\kappa+1)g/r^2 = (g'+\kappa g/r)/r$. The factor $-i\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}$ is unitary and commutes with $V(r)$, so it drops out of matrix elements. With $f_i = g_i'+\kappa g_i/r$, $T_{ij} = \frac12\int f_if_j\,dr$ and $W_{ij} = \int Vf_if_j\,dr$. For $g = r^{l+1}e^{-ar^2}$, $f = [(l+1+\kappa)r^l-2ar^{l+2}]e^{-ar^2}$, and the substitution $s = qr^2$ gives the one integral needed, $\int_0^\infty r^me^{-qr^2}dr = \Gamma(\frac{m+1}2)/(2q^{(m+1)/2})$.

$S$, $T$ and $V$ depend on $l$ only, so spin–orbit coupling enters through $W$ alone. Dropping the $\boldsymbol\sigma$ term of $\boldsymbol\sigma\!\cdot\!\mathbf p\,V\boldsymbol\sigma\!\cdot\!\mathbf p$ leaves $W^{\rm sf}_{ij} = \langle\nabla\chi_i|V|\nabla\chi_j\rangle$. Splitting the gradient into radial and angular parts, the latter integrating to $l(l+1)/r^2$ over the sphere, gives $W^{\rm sf}_{ij} = \int V[(g_i'-g_i/r)(g_j'-g_j/r)+l(l+1)g_ig_j/r^2]dr$. In the difference $W_\kappa-W^{\rm sf}$ the $g_i'g_j'$ terms cancel, the cross terms give $(\kappa+1)(g_ig_j)'/r$, and the $g_ig_j/r^2$ terms have coefficient $\kappa^2-1-\kappa(\kappa+1) = -(\kappa+1)$. Hence

$$W_\kappa-W^{\rm sf} = (\kappa+1)\int V\left(\frac{g_ig_j}{r}\right)'dr = -(\kappa+1)\int V'\,\frac{g_ig_j}{r}\,dr .$$

The boundary term $Vg_ig_j/r\sim r^{2l}$ vanishes at the origin for $l\ge1$, and for $l=0$ the prefactor is zero, so $s$ functions are unaffected. For $p$ functions $\kappa+1$ is $2$ or $-1$, so $W^{\rm sf} = (W_1+2W_{-2})/3$. As $V'>0$, $W_1$ is the more negative and $p_{1/2}$ lies lower. $W^{\rm sf}$ is negative semidefinite, so the whole derivation holds with $W^{\rm sf}$ in place of $W$, in real arithmetic for real basis functions. Scalar X2C reproduces exactly the spectrum of this spin-free matrix problem, which is not the Dirac spectrum.

## The algorithm

1. Compute $S$, $T$, $V$, $W$ in the basis and assemble $h$ and $M$.
2. Solve $hC = MC\varepsilon$, check that $\varepsilon_{n+1}>-2c^2$, and take $A$ and $B$ from the upper $n$ vectors.
3. Obtain $X$ from the linear system $XA = B$.
4. Form $\tilde S$ and $L$.
5. Diagonalise $S$ and then $N$ to form $R = S^{-1/2}N^{-1/2}S^{1/2}$.
6. Form $h_+ = R^\dagger LR$, and $O_+$ for every property wanted.

The cost is dominated by step 2. Dense diagonalisation scales as the cube of the dimension, so it costs about eight times an $n\times n$ one, and it is done once for a fixed potential. A rough scale for round-off in the eigenvalues, not a proven bound, is the machine precision times $\mathrm{cond}(S)$ times $\max|\varepsilon_k|$. A nearly dependent basis has to be reduced before step 1, since $S^{-1/2}$ and $M^{-1}$ are needed.

## Worked example: hydrogen-like molybdenum, two Gaussians

Take Mo$^{41+}$, $Z = 42$, with a point nucleus, $c^2 = 18778.865071$ and $2c^2 = 37557.730141$ Eh. The chosen basis is two normalised $s$ Gaussians ($\kappa=-1$, $f = -2ar^2e^{-ar^2}$) with exponents $a_1 = 350$ and $a_2 = 2400$ bohr$^{-2}$. The radial integral gives $S_{12} = (2\sqrt{a_1a_2}/(a_1+a_2))^{3/2} = (1833.03/2750)^{3/2} = 0.544196$, $T_{ii} = 3a_i/2$, $T_{12} = 3a_1a_2S_{12}/(a_1+a_2) = 916.364\times0.544196 = 498.68$, $V_{ii} = -2Z\sqrt{2a_i/\pi}$ and $W_{ii} = 2a_iV_{ii}$. For example $W_{11}/4c^2 = 700\times(-1253.8725)/(4\times18778.865) = -11.6848$. In Eh,

$$T = \begin{pmatrix}525.0000&498.6815\\498.6815&3600.0000\end{pmatrix},\quad V = \begin{pmatrix}-1253.8725&-1352.4652\\-1352.4652&-3283.4089\end{pmatrix},\quad \frac{W}{4c^2} = \begin{pmatrix}-11.6848&-21.9990\\-21.9990&-209.8152\end{pmatrix},$$

and $T/2c^2$ has elements $0.013978$, $0.013278$, $0.095852$. The $4\times4$ problem has eigenvalues $-43993.079300$, $-38828.742977$, $-870.973255$ and $1241.241938$ Eh: two below $-2c^2$ and two above, so the gap condition holds. The upper eigenvectors, as columns, are

$$A = \begin{pmatrix}0.798762&-0.859181\\0.292226&1.096786\end{pmatrix},\qquad B = \begin{pmatrix}0.806510&-0.801904\\0.279024&1.005583\end{pmatrix}.$$

The large-component weight of the ground state is $0.638021+0.254051+0.085396 = 0.977468$, and the small component carries $0.009092+0.005976+0.007463 = 0.022531$; the sum is 1 to rounding. The $S$-overlap of the two columns of $A$ is $-0.686281+0.340120+0.320509 = -0.02565$, not zero, which is why $V+TX$ cannot be Hermitian.

With $\det A = 0.876071+0.251075 = 1.127146$,

$$X_{11} = \frac{0.806510\times1.096786+0.801904\times0.292226}{1.127146} = 0.99269,\qquad X_{12} = \frac{0.692938-0.640530}{1.127146} = 0.04650,$$

and in full

$$X = \begin{pmatrix}0.992689&0.046496\\0.010799&0.925304\end{pmatrix},\quad\tilde S = \begin{pmatrix}1.014071&0.558002\\0.558002&1.083240\end{pmatrix},\quad L = \begin{pmatrix}-741.2523&-874.0780\\-874.0780&117.2746\end{pmatrix}.$$

$X$ is not symmetric, and it departs from 1 most for the tight function, as the free-particle $x$ suggests. The element $\tilde S_{11}$ is $1+0.013774+0.000285+0.000011 = 1.01407$. For $L_{11}$, $(TX)_{11} = 521.1617+5.3853 = 526.5470$; $D$ has elements $-536.6848$, $-520.6805$, $-3809.8152$, so $(X^\dagger DX)_{11} = -528.8661-11.1634-0.4443 = -540.4738$; and $L_{11} = -1253.8725+2\times526.5470-540.4738 = -741.2523$. The renormalisation and the result are

$$R = \begin{pmatrix}0.995241&0.020568\\-0.004016&0.950067\end{pmatrix},\qquad h_+ = \begin{pmatrix}-727.2262&-842.0300\\-842.0300&71.3811\end{pmatrix}.$$

$R$ is not symmetric but $SR$ is: $(SR)_{12} = 0.020568+0.544196\times0.950067 = 0.53759$ and $(SR)_{21} = 0.544196\times0.995241-0.004016 = 0.53759$. Also $(R^\dagger\tilde SR)_{11} = 1.004442-0.004461+0.000017 = 1.0000$, and $(h_+)_{11} = -734.214+6.987+0.002 = -727.225$, within the rounding of the six decimals of $R$.

The secular equation $\det(h_+-\varepsilon S) = 0$, with $s = S_{12}$ and $h_{ij}$ the elements of $h_+$, is $(1-s^2)\varepsilon^2-(h_{11}+h_{22}-2sh_{12})\varepsilon+h_{11}h_{22}-h_{12}^2 = 0$, or

$$0.703851\,\varepsilon^2-260.614\,\varepsilon-760925 = 0,\qquad\varepsilon = 185.13\pm1056.11 .$$

The roots are $-870.97$ and $1241.24$; at full precision they are $-870.973255$ and $1241.241938$ Eh, the upper four-component values. The nonrelativistic roots in this basis are $-856.834844$ and $1591.323350$, so the relativistic shift of the ground state is $-14.14$ Eh. Omitting $R$ gives $-891.309326$ and $1356.410713$. The ground state is then $20.34$ Eh too low, an error larger than the shift itself, and close below the estimate $-870.973/0.977468 = -891.05$. With $R_0$ the spectrum is right, but under the basis change $G$ with rows $(1.0,\,0.5)$ and $(0.2,\,2.0)$ the matrix built in the new basis differs from the transformed old one by up to $68.53$ Eh in an element. With $c$ multiplied by 30, the largest element of the remainder of the first-order formula for $X-1$, divided by the largest element of the first-order term, is $2.4\times10^{-4}$, of the size of $T_{22}/(30c)^2 = 2.1\times10^{-4}$.

## Worked example: twenty Gaussians

For each $\kappa$ take the chosen exponents $a_k = 4\times2.5^k$, $k = 0,\dots,19$, the largest being $1.4552\times10^8$ bohr$^{-2}$. As a yardstick for the basis error serves the Sommerfeld formula for the exact Dirac–Coulomb levels, $\varepsilon = c^2\{[1+(Z/c)^2/(n_r+\gamma)^2]^{-1/2}-1\}$, with $\gamma = \sqrt{\kappa^2-(Z/c)^2}$ and $n_r$ the principal quantum number minus $|\kappa|$. It plays no part in the theorem. Energies are in Eh.

| state | four-component | X2C | Sommerfeld |
|---|---|---|---|
| $1s_{1/2}$ | −903.744875 | −903.744875 | −903.746739 |
| $2s_{1/2}$ | −227.303422 | −227.303422 | −227.312459 |
| $2p_{1/2}$ | −227.309084 | −227.309084 | −227.312459 |
| $2p_{3/2}$ | −221.806331 | −221.806331 | −221.809974 |

Over all 20 roots, which reach $3.7$ to $4.3\times10^6$ Eh, X2C and four-component values differ by at most $2.0\times10^{-8}$, $2.4\times10^{-8}$ and $3.7\times10^{-9}$ Eh for $\kappa = -1,1,-2$. For the $s$ basis, with $\mathrm{cond}(S) = 2535$ and machine precision near $2\times10^{-16}$, the round-off estimate, with $\max|\varepsilon_k|$ taken over both branches, is $2.9\times10^{-6}$ Eh, so it is cautious. The distance from the Sommerfeld values, $1.9\times10^{-3}$ to $9.0\times10^{-3}$ Eh, is about five orders of magnitude larger than the largest difference between X2C and four-component values, and it shows what "exact" does not mean. The exact $2s_{1/2}$ and $2p_{1/2}$ levels are degenerate, while this basis splits them by $0.0057$ Eh, and X2C reproduces that artefact faithfully. In the $2p$ fine structure the basis errors nearly cancel: $5.50275$ against $5.50248$ Eh.

The top of the lower branch lies at $-37625.38$, $-37658.48$ and $-37623.51$ Eh for the three $\kappa$, below $-2c^2$ as proved, and for the $s$ basis $F(-c^2)$ has 20 positive eigenvalues. For a fictitious $Z = 170$ in the same $s$ basis only 19 roots lie above $-c^2$, and eigenvalue 21 is $-37813.7788$ Eh, below $-2c^2$. One root has left the upper branch and the gap condition fails. The number of lost roots, the value of eigenvalue $n+1$ and the charge at which the gap closes all depend on the basis; with tighter functions more roots can leave. Taking the top 20 vectors then includes a state below $-2c^2$, in the energy range of the lower branch, and the proof that $A$ is invertible is lost. For $Z>c$ and a point nucleus $\gamma$ is imaginary for $|\kappa|=1$, so no exact $1s$ level exists for comparison.

The spin-free $2p$ level is $-223.591803$ Eh, while the degeneracy-weighted mean of the two $j$ levels is $-223.640582$ Eh, lower by $0.0488$ Eh, although $W^{\rm sf}$ is exactly the weighted mean of the $W_\kappa$. The eigenvalue is not linear in $W$. Writing $\varepsilon(\mu) = \varepsilon_0+\mu\varepsilon_1+\mu^2\varepsilon_2+\dots$ with $\mu = \kappa+1$ the strength of the spin–orbit matrix, the mean $[\varepsilon(2)+2\varepsilon(-1)]/3$ equals $\varepsilon_0+2\varepsilon_2+\dots$. The first order cancels and the higher orders do not. The spin-free level carries a basis error like that of the two $j$ levels: with the denser exponents $1.8^k$, $k=0,\dots,39$, it drops by $0.0036$ Eh, while the difference of $0.0488$ Eh is unchanged.

For $1s$, $n_r = 0$ and the formula reduces to $\varepsilon = c^2(\gamma-1)$, so $Z\,d\varepsilon/dZ = -Z^2/\gamma = -1764/0.951874 = -1853.186$ Eh. In the basis, $u^\dagger V_+u = -1853.184$ Eh, equal to the finite-difference value of $Z\,d\varepsilon/dZ$. The untransformed $u^\dagger Vu$ is $-1915.635$ Eh, off by $62.45$ Eh or $3.4$ per cent of the transformed value, although the eigenvalue of $h_+$ agrees with the four-component one to within $2.0\times10^{-8}$ Eh. The last digits belong to this basis: with tighter functions $u^\dagger Vu$ moves by about $-0.006$ Eh and $u^\dagger V_+u$ by about $-0.002$ Eh, and the $3.4$ per cent is unchanged.

## What the numerical check tests

The numerical check verifies the radial integrals by quadrature, with $T$ taken from the Laplacian. In 50-digit arithmetic, for five functions with exponents $10\times8^k$ and $\kappa=\pm1$, it obtains $X$ without eigenvectors: the iteration $\Sigma\to(\Sigma+\Sigma^{-1})/2$, started from the orthonormalised $h$ shifted by $c^2$, drives each eigenvalue to its sign and so yields the projector $\Pi$. With this $X$ it tests $X = BA^{-1}$, the Riccati equation, $R^\dagger\tilde SR = S$, the symmetry of $SR$, $R^2S^{-1}\tilde S = 1$, the Löwdin form, the formula for $Y$, the vanishing off-diagonal block and the equality of the spectra; the largest residual is $1.6\times10^{-45}$. In double precision it tests covariance, the inertia count, both limits of $X$ and the free-particle $R$ and $h_+$, the Hellmann–Feynman relation and the Sommerfeld values. It also repeats the construction with three-dimensional complex spinor integrals from pyscf, whose spectrum agrees with the radial one to $1.9\times10^{-7}$ Eh and whose $h_+$ agrees with the X2C matrix of pyscf to $1.5\times10^{-14}$ relative to the largest eigenvalue, and with its spin-free integrals, which confirms $W^{\rm sf} = (W_1+2W_{-2})/3$.

## Computed values

```
c = 137.035999178 a.u., c^2 = 18778.865071 Eh, 2c^2 = 37557.730141 Eh, Z = 42
(a) exponents [bohr^-2]: 350.0 2400.0
S [1]: 1.000000 0.544196; 0.544196 1.000000
T [Eh]: 525.0000 498.6815; 498.6815 3600.0000
V [Eh]: -1253.8725 -1352.4652; -1352.4652 -3283.4089
W/4c^2 [Eh]: -11.6848 -21.9990; -21.9990 -209.8152
T/2c^2 [1]: 0.013978 0.013278; 0.013278 0.095852
4c eigenvalues [Eh]: -43993.079300 -38828.742977 -870.973255 1241.241938
A (large) [1]: 0.798762 -0.859181; 0.292226 1.096786
B (small) [1]: 0.806510 -0.801904; 0.279024 1.005583
X [1]: 0.992689 0.046496; 0.010799 0.925304
S tilde [1]: 1.014071 0.558002; 0.558002 1.083240
L [Eh]: -741.2523 -874.0780; -874.0780 117.2746
R [1]: 0.995241 0.020568; -0.004016 0.950067
h+ [Eh]: -727.2262 -842.0300; -842.0300 71.3811
X2C eigenvalues [Eh]: -870.973255 1241.241938
L with metric S (R omitted) [Eh]: -891.309326 1356.410713
nonrelativistic T+V [Eh]: -856.834844 1591.323350
basis change G [1]: 1.0 0.5; 0.2 2.0
naive R, covariance violation in h = 68.5340 Eh
c->30c: relative remainder of X-1 expansion = 2.4e-04
50-digit test (n=5, a=10*8^k), largest residual = 1.6e-45 a.u.
(b) n = 20, a = 4*2.5^k, a_max = 1.4552e+08 bohr^-2
Z=42: roots above -c^2: 20, eigenvalue 21 = -903.7449 Eh
Z=170: roots above -c^2: 19, eigenvalue 21 = -37813.7788 Eh
state: 4c, X2C, Sommerfeld, X2C-Sommerfeld [Eh]
1s1/2: -903.744875 -903.744875 -903.746739 1.9e-03
2s1/2: -227.303422 -227.303422 -227.312459 9.0e-03
2p1/2: -227.309084 -227.309084 -227.312459 3.4e-03
2p3/2: -221.806331 -221.806331 -221.809974 3.6e-03
kappa=-1: max|X2C-4c| = 2.0e-08, tol = 2.9e-04, e_max = 3.724e+06, e_20 = -37625.38 Eh
kappa=1: max|X2C-4c| = 2.4e-08, tol = 5.3e-05, e_max = 4.060e+06, e_20 = -37658.48 Eh
kappa=-2: max|X2C-4c| = 3.7e-09, tol = 5.0e-05, e_max = 4.292e+06, e_20 = -37623.51 Eh
cond(S), s basis = 2535
2p splitting: X2C 5.50275, Sommerfeld 5.50248 Eh
spin-free 2p = -223.591803, weighted j average = -223.640582 Eh
gamma(1s) = 0.951874; exact <V> = -Z^2/gamma = -1853.186 Eh
<V> 1s: transformed -1853.184, Z de/dZ -1853.184, untransformed -1915.635 Eh
pyscf: spectrum difference 1.9e-07 Eh, relative h+ difference 1.5e-14
```
